# Ion Angular Spread at a Wafer: Small-Angle Asymptotics and First Correction

## Definitions and conventions

Let the $z$ axis be normal to a flat wafer and point into it. A singly charged positive ion of mass $M$ arrives with velocity $(v_x,v_y,v_z)$. Its normal kinetic energy at impact and its transverse kinetic energy are

$$
K=\tfrac12 Mv_z^2,\qquad E_\perp=\tfrac12 M(v_x^2+v_y^2).
$$

The polar angle $\theta$ is measured from the wafer normal, so $\theta=0$ is perpendicular incidence. Its tangent is the slope

$$
q=\tan\theta=\frac{\sqrt{v_x^2+v_y^2}}{v_z}.
$$

The transverse temperature $T$ is in energy units, with Boltzmann's constant absorbed. Each transverse velocity component is Gaussian with zero mean and variance $T/M$. The small parameter is

$$
r=\frac{T}{K}.
$$

The numerical case has $T=0.05$ eV, which corresponds to 580 K, and $K=50$ eV, so $r=0.05/50=0.001$. The "sheath energy" of 50 eV is taken to be the whole normal energy at impact. The other reading, in which it is the sheath drop alone, is treated below.

The characteristic angle is defined as

$$
\theta_c=\arctan\sqrt r .
$$

It is a half-angle that counts both transverse directions. The angle seen in one plane is smaller, and a full width is larger.

The model is a planar, collisionless sheath with no transverse electric field. Transverse velocities are statistically independent of the normal velocity, so weighting ions by their arrival rate, which is proportional to $v_z$, leaves the transverse distribution unchanged. At first, all ions have the same $K$.

## What the sheath does to the velocity

In a planar sheath the potential $\phi$ depends on $z$ but not on $x$ or $y$. The transverse force is zero, and $v_x$ and $v_y$ keep their entrance values. For a steady potential the normal motion obeys

$$
M\frac{dv_z}{dt}=-e\frac{d\phi}{dz}.
$$

Multiplying by $v_z=dz/dt$ turns both sides into time derivatives:

$$
\frac{d}{dt}\left(\tfrac12Mv_z^2\right)=-e\frac{d\phi}{dt}.
$$

If the ion enters with normal energy $K_0$ and the potential falls by $V_s>0$, integration gives

$$
K=K_0+eV_s .
$$

The shape of the potential and the ion mass do not appear. The sheath narrows the beam by lengthening the normal velocity; it does not cool the transverse motion.

Dividing the two kinetic energies cancels $M/2$ and gives, for one ion,

$$
q^2=\tan^2\theta=\frac{E_\perp}{K}.
$$

The normal motion was integrated numerically for ions of 4 and 40 atomic mass units, through a potential drop linear in depth and through one growing as the $4/3$ power of depth. Each ion entered with 1.5 eV of normal energy and was given a drop of 48.5 eV. Combined with an unchanged transverse velocity of energy $E_\perp=T$, all four impact speeds gave $1.81125$ degrees to the digits printed. This tests that the angle does not depend on the ion mass or the shape of the potential; the constant transverse velocity follows from the model's lack of a transverse field.

## The distribution of transverse energy

The joint density of the transverse velocities is

$$
f(v_x,v_y)=\frac{M}{2\pi T}\exp\left[-\frac{M(v_x^2+v_y^2)}{2T}\right].
$$

In plane polar coordinates, with $v_\perp^2=v_x^2+v_y^2$, the area element integrated over azimuth is $2\pi v_\perp dv_\perp$. Since $dE_\perp=Mv_\perp dv_\perp$, this equals $(2\pi/M)dE_\perp$. The factors $M$ and $2\pi$ cancel, leaving

$$
p(E_\perp)=\frac1T e^{-E_\perp/T}.
$$

Define $u=E_\perp/T$. Then $u$ has density $e^{-u}$ for $u\ge0$, and

$$
q^2=ru,\qquad \langle u^n\rangle=\int_0^\infty u^ne^{-u}du=n!.
$$

The case $n=1$ gives the mean squared slope without a small-angle approximation:

$$
\langle\tan^2\theta\rangle=r .
$$

The factor of two can be traced through the components. Each contributes $(T/M)/(2K/M)=r/2$, and the two contributions add to $r$.

## Leading order and first correction

The rms polar angle is the square root of $\langle\theta^2\rangle$, where $\theta=\arctan q$. For small $q$,

$$
\arctan q=q-\frac{q^3}{3}+O(q^5).
$$

Squaring, the cross term is $2q(-q^3/3)=-2q^4/3$, so

$$
\theta^2=q^2-\frac23q^4+O(q^6).
$$

The average includes ions with large $q$, where the Taylor series does not converge, so the neglected part needs a bound. Consider the ratio

$$
\frac{\arctan^2q-q^2+\frac23q^4}{q^6}.
$$

It is continuous for $q>0$, has a finite limit as $q\to0$, and tends to zero as $q\to\infty$. Its magnitude is therefore bounded by some constant $C$. The error in the averaged expansion is at most $C\langle q^6\rangle=6Cr^3$, because $\langle u^3\rangle=6$.

The averages of the retained terms are $\langle q^2\rangle=r$ and $\langle q^4\rangle=2r^2$. Hence

$$
\langle\theta^2\rangle=r-\frac43r^2+O(r^3).
$$

Taking the square root with $\sqrt{1+\epsilon}=1+\epsilon/2+O(\epsilon^2)$ and $\epsilon=-4r/3$ gives

$$
\theta_{\rm rms}=\sqrt r\left[1-\frac23r+O(r^2)\right].
$$

The correction is negative because the angle grows more slowly than its tangent. Here

$$
\sqrt r=0.03162\ \text{rad}\approx1.81^\circ,
\qquad
\frac23r\approx6.7\times10^{-4}.
$$

The correction is about 0.07 percent of the leading angle. Quadrature over the two velocity components gives $\theta_{\rm rms}=1.8106^\circ$. It was required to agree with the corrected formula to a relative accuracy of $10^{-5}$, which is fine enough to detect the first correction.

The characteristic angle has a slightly different expansion:

$$
\theta_c=\arctan\sqrt r=\sqrt r\left[1-\frac13r+O(r^2)\right].
$$

Thus $\theta_{\rm rms}$ lies below $\theta_c$ by a relative amount $r/3$ at this order. Taking the arctangent of an rms slope is not the same operation as taking the rms of arctangents. At $r=0.001$ the difference has no practical weight: both angles are $1.81^\circ$.

### The opposite limit

The small-angle law must fail when $T$ is comparable with $K$. Suppose, as a limit of the same model, that $K$ is fixed and $r\to\infty$. For large $q$, $\arctan q=\pi/2-1/q+\cdots$, so

$$
\theta^2=\frac{\pi^2}{4}-\frac{\pi}{q}+\cdots .
$$

The required average is

$$
\left\langle\frac1q\right\rangle
=\frac1{\sqrt r}\int_0^\infty u^{-1/2}e^{-u}du
=\sqrt{\frac{\pi}{r}},
$$

where the substitution $u=y^2$ turns the integral into $2\int_0^\infty e^{-y^2}dy=\sqrt\pi$. Therefore $\langle\theta^2\rangle\simeq\pi^2/4-\pi^{3/2}/\sqrt r$. Factoring out $\pi^2/4$ and expanding the square root gives

$$
\theta_{\rm rms}\simeq\frac{\pi}{2}\left(1-\frac{2}{\sqrt{\pi r}}\right).
$$

The angle saturates at grazing incidence, whereas $\sqrt r$ would grow without bound. In a real sheath where $K$ is not large compared with $T$, the spread of normal velocities can also matter, and a single $K$ may then be a poor description.

## What fraction lies inside the angle?

An ion lies inside a cone of half-angle $\theta$ when $u<\tan^2\theta/r$. Integrating $e^{-u}$ up to that value gives

$$
P(\theta)=1-\exp\left(-\frac{\tan^2\theta}{r}\right).
$$

At $\theta_c$ the exponent is $-1$, and the enclosed fraction is $1-e^{-1}\approx0.632$. Random sampling of the velocities gave $0.6319$. The characteristic angle is therefore not an outer limit: about 37 percent of the ions arrive at larger angles.

Setting $P=1/2$ gives $\tan\theta=\sqrt{r\ln2}$, a median of $1.51^\circ$. Setting $P=0.9$ gives $\tan\theta=\sqrt{r\ln10}$, or $2.75^\circ$.

The flux per solid angle gives $\theta_c$ a second meaning. At fixed $v_z$,

$$
dv_xdv_y=v_z^2q\,dq\,d\varphi,
$$

where $\varphi$ is the azimuth. Because $dq=d\theta/\cos^2\theta$,

$$
q\,dq=\frac{\sin\theta}{\cos^3\theta}d\theta.
$$

The solid angle is $d\Omega=\sin\theta\,d\theta\,d\varphi$, so $dv_xdv_y=v_z^2d\Omega/\cos^3\theta$. The prefactor becomes $Mv_z^2/(2\pi T)=K/(\pi T)=1/(\pi r)$, and

$$
\frac{dP}{d\Omega}=\frac{1}{\pi r}\,
\frac{\exp(-\tan^2\theta/r)}{\cos^3\theta}.
$$

At $\theta_c$, $\cos\theta_c=(1+r)^{-1/2}$. Relative to the axial value, the flux per solid angle is

$$
e^{-1}(1+r)^{3/2}
=e^{-1}\left[1+\frac32r+O(r^2)\right].
$$

The $1/e$ interpretation is thus a leading-order statement, with a relative correction of 0.15 percent here. Sampling gave a ratio of $0.368$. Its tolerance was too wide to resolve the correction, so it tests the leading factor $e^{-1}$.

## The spread in one plane

A measurement or trench may be sensitive to one transverse direction. Let $m=v_x/v_z$. This slope is Gaussian with variance

$$
\sigma^2=\frac{T/M}{2K/M}=\frac r2.
$$

The corresponding angle is $\arctan\sigma=1.28^\circ$, smaller than $\theta_c$ by a factor of nearly $\sqrt2$. The slope density is proportional to $e^{-m^2/(2\sigma^2)}$. It falls to half its maximum when

$$
\frac{m^2}{2\sigma^2}=\ln2,
\qquad
|m|=\sigma\sqrt{2\ln2}=\sqrt{r\ln2}.
$$

Converting both half-maximum slopes to angles gives a full width of $3.02^\circ$. At leading order this is also the full width of the angular density; the change of variable from slope to angle alters it by a relative amount of order $r$.

The same beam may therefore be assigned $1.28^\circ$, $1.81^\circ$ or $3.02^\circ$, depending on whether the quantity is the one-plane rms angle, the polar characteristic angle or the one-plane full width. A comparison of spreads requires the same definition on both sides.

## Corrections from the energy

The geometric correction is not the largest change to be considered. Suppose 50 eV is the sheath drop alone and the ion enters with a further $K_0=1.5$ eV. At leading order in angle,

$$
\theta_c\simeq\sqrt{\frac{T}{eV_s+K_0}}
=\sqrt{\frac{T}{eV_s}}
\left(1+\frac{K_0}{eV_s}\right)^{-1/2}.
$$

For $K_0\ll eV_s$, the last factor is $1-K_0/(2eV_s)$ to first order. The relative reduction is $1.5/(2\times50)=1.5$ percent. The full expression gives $1.785^\circ$, still $1.8^\circ$ to two figures.

An energy spread acts in the other direction on the rms slope. If $E_\perp$ and $K$ are independent, averaging $q^2=E_\perp/K$ gives

$$
\langle\tan^2\theta\rangle=T\left\langle\frac1K\right\rangle .
$$

Take $K=K_m(1+a\cos\psi)$, with $0\le a<1$ and arrivals uniform in phase $\psi$. The mean energy is $K_m$. Here $a$ is the modulation of the impact energy, and this form is an assumed one. It follows the sheath voltage only when an ion crosses the sheath in a time short compared with the oscillation period; otherwise the ion averages over the oscillation, the energy spread is smaller, and it depends on the ion mass, the frequency and the sheath thickness. To find the mean inverse energy, set $h=\tan(\psi/2)$, for which

$$
\cos\psi=\frac{1-h^2}{1+h^2},\qquad
d\psi=\frac{2\,dh}{1+h^2}.
$$

The factors $1+h^2$ cancel:

$$
\frac1{2\pi}\int_{-\pi}^{\pi}\frac{d\psi}{1+a\cos\psi}
=\frac1\pi\int_{-\infty}^{\infty}
\frac{dh}{(1+a)+(1-a)h^2}
=\frac1{\sqrt{1-a^2}}.
$$

The last equality uses $\int_{-\infty}^{\infty}dh/(A+Bh^2)=\pi/\sqrt{AB}$ for positive $A$ and $B$. The rms slope is therefore

$$
\sqrt{\langle\tan^2\theta\rangle}
=\sqrt{\frac{T}{K_m}}(1-a^2)^{-1/4}
=\sqrt{\frac{T}{K_m}}\left[1+\frac{a^2}{4}+O(a^4)\right].
$$

The term linear in $a$ vanishes because $\cos\psi$ averages to zero. The quadratic term is positive because low-energy ions gain more slope than high-energy ions lose. For $K_m=50$ eV and $a=0.5$, the full factor is $1.0746$, and the angle obtained from the rms slope is $1.95^\circ$. The first correction alone would give $1+0.25/4=1.0625$, so higher terms are visible at this modulation. The angular distribution is now a mixture of distributions with different widths, and its rms slope no longer marks its $1/e$ point. The flux near the axis is weighted toward the high-energy ions, so the $1/e$ angle of the flux per solid angle moves the other way, to about $1.75^\circ$ in this example.

The three relative changes are about 0.07 percent from the small-angle expansion, 1.5 percent from the entrance energy and 7.5 percent in the rms slope from the chosen modulation $a=0.5$. For these parameters, the energy deserves attention before the arctangent does.

## Consequence for a narrow trench

Consider a long trench of width $w=50$ nm and depth $d=500$ nm. Assume straight flight inside it, with no wall charging. Motion along the trench does not cause a wall collision, so the one-plane slope matters. The sideways displacement $\delta=md$ has standard deviation

$$
s=\sigma d=d\sqrt{\frac r2}=11.18\ \text{nm}.
$$

For ions entering uniformly across the opening, a displacement $\delta$ leaves a fraction $1-|\delta|/w$ that reaches the floor directly if $|\delta|<w$, and none otherwise. Averaging over the Gaussian gives

$$
F=\int_{-w}^{w}\left(1-\frac{|\delta|}{w}\right)
\frac{e^{-\delta^2/(2s^2)}}{s\sqrt{2\pi}}d\delta .
$$

The first term integrates to an error function. In the second, $\int_0^w\delta e^{-\delta^2/(2s^2)}d\delta=s^2[1-e^{-w^2/(2s^2)}]$. Including both signs of $\delta$,

$$
F=\operatorname{erf}\left(\frac{w}{\sqrt2s}\right)
-\sqrt{\frac2\pi}\frac sw
\left[1-e^{-w^2/(2s^2)}\right].
$$

When $s\ll w$, the error function tends to one and the exponential to zero. The loss is then linear in the aspect ratio:

$$
F\simeq1-\sqrt{\frac2\pi}\frac sw
=1-\frac dw\sqrt{\frac r\pi}.
$$

To find the first correction, note that extending the loss $|\delta|/w$ to all displacements overcounts it where $|\delta|>w$. The amount to restore is

$$
\Delta F=\frac{2}{ws\sqrt{2\pi}}
\int_0^\infty y\,e^{-(w+y)^2/(2s^2)}dy,
\qquad y=|\delta|-w.
$$

The integral is dominated by $y\sim s^2/w\ll s$, so $e^{-y^2/(2s^2)}$ can be replaced by one. The remaining integral is $\int_0^\infty ye^{-wy/s^2}dy=s^4/w^2$, which gives

$$
\Delta F\simeq\sqrt{\frac2\pi}\left(\frac sw\right)^3e^{-w^2/(2s^2)}.
$$

This correction is exponentially small. Here $w^2/(2s^2)=w^2/(rd^2)=10$, and $\Delta F$ is below $10^{-6}$. The linear formula gives a loss of $10\sqrt{0.001/\pi}\approx0.178$, hence $F\approx0.822$. The full formula gives $0.8216$, and sampled straight paths give $0.8217$.

In the opposite limit, $s\gg w$, the Gaussian is nearly constant over $|\delta|<w$. The triangular factor has area $w$, so $F\simeq w/(s\sqrt{2\pi})$. The linear-loss formula would become negative there and cannot be used.

In this trench, ten times as deep as it is wide, a characteristic angle of $1.81^\circ$ thus sends about 18 percent of the ions to a sidewall before they reach the floor. This is a geometrical fraction, not an etch rate: reflection, surface reactions and charging require further models.

## Scaling and range of use

At small angle, $\theta_c\propto\sqrt{T/K}$. Raising the energy from 50 to 200 eV halves the angle, from $1.81^\circ$ to $0.91^\circ$. Lowering it to 20 eV gives $2.86^\circ$. Reaching $1^\circ$ takes about 164 eV at $T=0.05$ eV, or a transverse temperature of about 0.015 eV at $K=50$ eV.

For small changes, differentiating $\ln\theta_c=\frac12(\ln T-\ln K)$ gives

$$
\frac{\Delta\theta_c}{\theta_c}\simeq
\frac12\left(\frac{\Delta T}{T}-\frac{\Delta K}{K}\right).
$$

A 10 percent uncertainty in $T$ alone changes the angle by about 5 percent, so $1.8^\circ$ is an adequate statement of the estimate.

The estimate fails when collisions scatter ions in the sheath, or when charge exchange creates slow ions that gain just part of the drop. It therefore requires a sheath much thinner than the ion mean free path. In argon that path is about 3 mm at 10 mTorr, while a 50 V sheath is roughly 0.3 to 3 mm thick for plasma densities from $10^{17}$ down to $10^{15}$ m$^{-3}$, so the collisionless picture belongs to low pressure and high density. The independence from ion mass was shown for a steady potential and does not carry over to a sheath that oscillates during the ion's transit. It also fails near a wafer edge or a charged feature, where transverse fields act. The energy scale shows how sensitive the beam is: an ion initially moving along the normal needs a transverse energy of just 0.05 eV to arrive at $1.8^\circ$ when $K=50$ eV. If the transverse distribution is not Maxwellian, $\langle\tan^2\theta\rangle=\langle E_\perp\rangle/K$ still holds at fixed $K$, but the enclosed fractions and the $1/e$ interpretation must be recalculated.

## Values computed for the example and the checks

```
Transverse ion temperature: 0.050 eV
Same temperature in kelvin: 580 K
Normal impact energy: 50.0 eV
Ratio r = T/K: 0.001000 (dimensionless)
Square root of r: 0.03162 (dimensionless)
Characteristic polar half-angle: 1.811 degrees
Characteristic polar half-angle: 0.03161 rad
Trajectory angle, smallest: 1.81125 degrees
Trajectory angle, largest: 1.81125 degrees
Quadrature mean tan squared: 0.001000 (dimensionless)
Quadrature rms polar angle: 1.8106 degrees
Sampled fraction inside angle: 0.6319 (dimensionless)
Sampled flux ratio to axis: 0.368 (dimensionless)
Median polar angle: 1.508 degrees
90 percent polar angle: 2.747 degrees
One-plane rms angle: 1.281 degrees
One-plane full width at half maximum: 3.016 degrees
Sampled density ratio at half width: 0.498
Entrance energy in the sheath test: 1.5 eV
Angle if 50 eV is sheath drop alone: 1.785 degrees
Energy modulation fraction: 0.50 (dimensionless)
Modulation growth of rms slope: 1.0746 (dimensionless)
Characteristic angle with modulation: 1.946 degrees
Characteristic angle at 20 eV: 2.862 degrees
Characteristic angle at 100 eV: 1.281 degrees
Characteristic angle at 200 eV: 0.906 degrees
Energy for 1 degree at T = 0.05 eV: 164.1 eV
Temperature for 1 degree at 50 eV: 0.0152 eV
Trench width: 50 nm
Trench depth: 500 nm
One-plane rms drift at trench floor: 11.18 nm
Direct floor fraction, formula: 0.8216
Direct floor fraction, sampled: 0.8217
```
